Counterpoise-corrected binding of the AlH3–water adduct: deformation and interaction

**Problem**

When water meets an aluminium precursor, the oxygen atom can attach to the electron-poor metal before any bond breaks. A small model of this step is the gas-phase adduct H3Al–OH2. Its hydrogens stand in for the ligands of a practical precursor, such as the methyl groups of trimethylaluminium, so the energies found here belong to AlH3 and not to that precursor. Call AlH3 fragment A and H2O fragment B. All species are closed-shell singlets.

(a) List the electronic-structure calculations needed to obtain a counterpoise-corrected binding energy, and derive its separation into fragment deformation and interaction.

(b) Evaluate the separation with restricted Hartree–Fock (RHF) in the def2-TZVP basis.

(c) Add electron correlation by second-order Møller–Plesset theory (MP2) at the same geometries. How much of its apparent effect on binding survives the counterpoise correction in this basis, and how much is basis-set superposition error?

Binding energies are electronic energies, adduct minus fragments, so a negative value means binding.

**Hints**

Hint 1. An energy here depends on three things: which nuclei and electrons are present, which basis functions are available, and where the nuclei are. Write all three down, and change one at a time.

Hint 2. A ghost atom carries basis functions but no nuclear charge and no electrons. It lets a fragment be computed in the basis of the adduct.

Hint 3. A relaxed, isolated fragment has no partner, so there is no defined place to put ghost atoms around it. Decide from this which basis belongs in the deformation energy.

Hint 4. For part (c), ask whether a geometry that minimizes the RHF energy also minimizes the MP2 energy.

**Solution**

*(a) The calculations and the separation*

Write E[X, basis, geometry]. The bases are a (functions on A), b (functions on B) and ab (both sets). The geometry is "rel" for a relaxed isolated fragment and "add" for the structure found in the adduct. Seven energies are needed:

E[AB, ab, add]

E[A, a, rel], E[A, a, add], E[A, ab, add]

E[B, b, rel], E[B, b, add], E[B, ab, add]

The uncorrected binding energy is

D_raw = E[AB, ab, add] − E[A, a, rel] − E[B, b, rel].

It compares an adduct described by ab with fragments described by the smaller sets a and b. In the adduct, each fragment can borrow functions from its partner to repair defects of its own basis. That lowering is counted as binding although it is not a physical attraction.

Define the deformation energy of A, with its own basis on both sides:

F_A = E[A, a, add] − E[A, a, rel].

Only the geometry changes, as Hint 3 requires. F_B is defined in the same way with b. Next define the superposition error of A, in which only the basis changes:

δ_A = E[A, a, add] − E[A, ab, add],

and likewise δ_B. Finally, the counterpoise interaction energy has one basis and one geometry throughout:

I = E[AB, ab, add] − E[A, ab, add] − E[B, ab, add].

To connect these to D_raw, solve the definition of F_A for the relaxed energy:

E[A, a, rel] = E[A, a, add] − F_A.

Then use the definition of δ_A to replace the first term on the right:

E[A, a, rel] = E[A, ab, add] + δ_A − F_A.

The same holds for B. Substitution into D_raw, with the minus sign acting on every term, gives

D_raw = E[AB, ab, add] − E[A, ab, add] − E[B, ab, add] − δ_A − δ_B + F_A + F_B
= I + F_A + F_B − δ_A − δ_B.

The corrected binding energy omits the superposition terms:

D_CP = I + F_A + F_B = D_raw + δ_A + δ_B.

Two signs can be settled in advance for RHF. If the relaxed fragment is the lowest-energy structure at the level used, then F ≥ 0. Also δ ≥ 0 for the RHF ground state: every determinant that can be built from a can also be built from ab, and a minimum over a larger set cannot lie higher. The correction therefore weakens RHF binding. The second-order MP2 energy is not the minimum of an expectation value, so this argument does not carry over to it.

Two limits check the definitions. As the fragments separate and relax, I, F and δ all tend to zero, and so does D_CP. As a and b each become complete, ghost functions add nothing, δ tends to zero, and D_raw and D_CP coincide. In a finite basis D_CP still contains basis incompleteness; it is not a bound on the complete-basis binding energy.

What would go wrong if ghost functions entered only the deformed side of F? The altered quantity would be

E[A, ab, add] − E[A, a, rel] = F_A − δ_A.

Adding this and its counterpart for B to I returns D_raw: the correction has been cancelled.

*(b) Hartree–Fock evaluation*

The geometries are optimized with RHF/def2-TZVP using density fitting, an auxiliary-basis approximation to the electron-repulsion integrals. The energies in the separation are computed without it; the geometry tests below and the gradients in Variation 2 retain it. AlH3 is kept planar with threefold symmetry, water keeps its two equal bonds, and the adduct keeps one mirror plane containing Al, O and one hydrogen of AlH3. The adduct is optimized on the uncorrected surface.

The Al–O distance is 2.016 Å. The Al–H bonds lengthen from 1.578 Å to 1.596 Å (in the mirror plane) and 1.591 Å (the other two). The O–Al–H angles are 100.3° and 97.7°, so the hydrogens bend away from the oxygen; in planar AlH3, a ligand approaching along the normal would see 90°. Water changes less: O–H goes from 0.942 Å to 0.945 Å, and H–O–H from 106.5° to 109.3°.

The full Cartesian gradient passes a test for a stationary point. Its components that would break the mirror plane vanish by symmetry, so they carry no information about stability. A separate test from energies alone, at Al–O distances 0.04 Å longer and shorter, places the minimum within 0.002 Å of the optimized distance. Rigidly twisting the water about Al–O raises the energy by 0.01 kcal/mol at 10° and 0.24 kcal/mol at 60°. Both changes are small on the scale of the binding. A different orientation of the water with slightly lower energy is not excluded. In particular, the water can tilt toward or away from the in-plane hydrogen while keeping the mirror plane; at these bond lengths and O–Al–H angles the two tilts differ by only a few hundredths of a kcal/mol, so the second decimal of the binding energies depends on which is taken. No complete vibrational analysis was made, so stability against every other distortion is not established.

The RHF energies, in hartree (Eh), are:

Adduct: −319.7304958

AlH3 relaxed: −243.6413183
AlH3 deformed: −243.6352114
AlH3 deformed, with ghosts: −243.6352595

H2O relaxed: −76.0595788
H2O deformed: −76.0593344
H2O deformed, with ghosts: −76.0604421

In a ghost calculation for A, the one-electron operator is

h_A = −½∇² − Σ_(i in A) Z_i/|r − R_i|,

represented in all 98 functions of the adduct. The nuclei of B are absent from the sum. Assembling this operator directly from kinetic and nuclear-attraction integrals reproduces the ghost energies of both fragments, which tests that the ghosts supply functions and nothing else.

With 1 Eh = 627.51 kcal/mol, the deformation energies are

F_A = (−243.6352114 + 243.6413183) Eh = 0.0061069 Eh = 3.832 kcal/mol,

F_B = (−76.0593344 + 76.0595788) Eh = 0.0002444 Eh = 0.153 kcal/mol.

The interaction energy is

I = (−319.7304958 + 243.6352595 + 76.0604421) Eh
= −0.0347942 Eh = −21.834 kcal/mol.

Hence

D_CP = −21.834 + 3.832 + 0.153 = −17.85 kcal/mol.

The third decimals are kept in the intermediate terms so that the sums can be followed; they are not a claim of physical accuracy.

The other route starts from D_raw = −18.573 kcal/mol. The superposition errors are δ_A = 0.030 and δ_B = 0.695 kcal/mol, together 0.725 kcal/mol, so

D_CP = −18.573 + 0.725 = −17.85 kcal/mol.

The agreement checks the arithmetic, but not the physics, because the two routes are algebraically equivalent.

The separation shows a strong attraction between prepared fragments, of which about 18% is spent on preparing them (3.986/21.834). Nearly all of that cost falls on AlH3. The superposition error is distributed the other way: water gains far more from functions on AlH3 than AlH3 gains from functions on water. The energies alone do not show which part of the water density is improved.

The geometry was not reoptimized on the corrected surface. At the same RHF level and basis, the minimum of that surface can only lie at or below the value found here, since the present structure is one of its points.

*(c) Adding correlation*

For real orbitals, the closed-shell MP2 correlation energy is

E₂ = Σ_ij Σ_cd (ic|jd)[2(ic|jd) − (id|jc)] / (ε_i + ε_j − ε_c − ε_d).

Here i and j are correlated occupied orbitals, c and d are virtual orbitals, ε are orbital energies, and (ic|jd) is an electron-repulsion integral. The cores are frozen: five orbitals on Al and one on O. The adduct then has 7 correlated occupied orbitals, matching 3 in AlH3 plus 4 in water. An explicit evaluation of this sum for the adduct confirms the MP2 energy used.

The same definitions give, in kcal/mol:

I = −22.803

F_A + F_B = 3.609 + 0.062 = 3.671

δ_A + δ_B = 0.253 + 1.994 = 2.247

D_raw = −21.380

D_CP = −21.380 + 2.247 = −19.133

Without the counterpoise correction, correlation appears to change the binding by

−21.380 − (−18.573) = −2.807 kcal/mol.

With it, the change is

−19.133 − (−17.848) = −1.285 kcal/mol.

The difference, 1.522 kcal/mol, is the increase in superposition error from RHF to MP2. By the counterpoise measure, more than half of the apparent strengthening in this basis is therefore superposition error. What survives is not yet a converged correlation effect, as Variation 1 shows. The remaining −1.285 kcal/mol consists of −0.969 from the interaction and about −0.315 from the smaller deformation cost, up to rounding.

That smaller deformation cost needs care. Let x₀ be the RHF minimum of a fragment and Δ its displacement to the adduct geometry. Expanding the MP2 energy to second order gives

E_MP2(x₀ + Δ) − E_MP2(x₀) ≈ G·Δ + ½ Δ·K·Δ,

where G is the MP2 gradient and K the MP2 second-derivative matrix at x₀. At an MP2 minimum G would vanish, but x₀ is an RHF minimum, so G·Δ generally survives and can have either sign. Both MP2 deformation energies are positive here, but their positivity was not guaranteed. In planar AlH3, symmetry leaves only the common bond stretch in G, so moving the hydrogens out of the plane has no first-order cost. The expansion does not by itself explain why the total cost is smaller than in RHF: the second-derivative matrix K also differs between the two methods, and the two contributions were not separated here. For scale, moving free water from its RHF minimum to a structure near its MP2 minimum lowers its MP2 energy by about 0.5 kcal/mol, more than the −0.315 term itself; the adduct would relax as well, so this term depends on the choice of RHF reference structures. The RHF separation is the internally consistent one; the MP2 values estimate the effect of correlation at fixed structures.

The corrected binding energies are −17.8 kcal/mol (−0.77 eV) for RHF and −19.1 kcal/mol (−0.83 eV) for MP2. Neither value includes zero-point or thermal contributions, core correlation, correlation beyond second order or a correction for the remaining basis error. That basis error exceeds the last digit shown: in def2-QZVP the interaction term alone becomes more negative by about 0.1 kcal/mol for RHF and about 0.7 kcal/mol for MP2. The values are neither adsorption enthalpies on a surface nor barriers for a later hydrogen transfer.

**Variation 1: a smaller basis**

*Keep the adduct geometry and replace def2-TZVP by def2-SVP. Does the corrected interaction prove to be converged?*

To isolate the basis effect, compare interaction energies at fixed geometry. The raw version uses fragments in their own bases:

I_raw = E[AB, ab, add] − E[A, a, add] − E[B, b, add] = I − δ_A − δ_B.

The values in kcal/mol are:

RHF, def2-SVP: I_raw = −26.369, I = −22.596
RHF, def2-TZVP: I_raw = −22.559, I = −21.834
MP2, def2-SVP: I_raw = −29.784, I = −22.984
MP2, def2-TZVP: I_raw = −25.050, I = −22.803

On going to the larger basis, the raw MP2 interaction changes by 4.73 kcal/mol, the corrected one by 0.18 kcal/mol. The second number looks like convergence, but splitting it shows otherwise. The corrected RHF part changes by

−21.834 − (−22.596) = +0.762 kcal/mol.

The correlation part, MP2 minus RHF, goes from −0.388 to −0.969 kcal/mol, a change of −0.581. The sum is

+0.762 − 0.581 = +0.181 kcal/mol.

Two larger changes nearly cancel. Counterpoise removes most of the basis dependence in this comparison, but the small net change is no measure of the remaining error. A larger basis shows this: going from def2-TZVP to def2-QZVP at fixed structure lowers the corrected interaction by about 0.1 kcal/mol in RHF and about 0.7 kcal/mol in MP2, and its correlation part grows from about −1.0 to about −1.5 kcal/mol. The second step changes the corrected MP2 value several times more than the first.

**Variation 2: what deforms in AlH3?**

*Divide the RHF deformation energy of AlH3 into bending and bond stretching, and check the total without subtracting two energies.*

First give AlH3 the angles of the adduct while holding its bonds at the relaxed length. This costs 3.736 kcal/mol. Then change the bonds to their adduct lengths, which costs a further 0.096 kcal/mol:

3.736 + 0.096 = 3.832 kcal/mol.

Bending accounts for about 97% of the total along this path. The individual shares depend on the order of the two steps, because the energy contains couplings between angles and lengths; the total does not.

For the check, let R₀ be the relaxed nuclear coordinates and Δ the displacement to the adduct structure. Along R(λ) = R₀ + λΔ the chain rule gives dE/dλ = ∇E·Δ, so

F_A = ∫₀¹ ∇E(R₀ + λΔ)·Δ dλ.

This is the work done against the forces on the nuclei, which are −∇E and include the forces exerted by the electrons. Three-point Gaussian quadrature of the computed gradients gives 3.831 kcal/mol, against 3.832 from the energy difference. The deformation energy is thus the mechanical cost of reshaping the isolated fragment, with no contribution from its partner.

The complete set of values is in the numerical output below.

Calculated quantities

```
def2-TZVP functions in adduct: 98
Adduct Al-O distance: 2.0157 angstrom
Adduct Al-H, in-plane / paired: 1.5960 / 1.5914 angstrom
Adduct O-Al-H, in-plane / paired: 100.27 / 97.74 degrees
Relaxed AlH3 bond: 1.5777 angstrom
O-H, relaxed / adduct: 0.9420 / 0.9454 angstrom
H-O-H, relaxed / adduct: 106.51 / 109.32 degrees
Largest adduct gradient: 1.47e-04 Eh/bohr
Al-O minimum offset from energies: 0.0017 angstrom
RHF energy change, 10 degree twist: 0.0099 kcal/mol
RHF energy change, 60 degree twist: 0.2371 kcal/mol
RHF total energies in Eh:
  adduct: -319.7304958
  AlH3 relaxed / deformed / with ghosts: -243.6413183 / -243.6352114 / -243.6352595
  H2O relaxed / deformed / with ghosts: -76.0595788 / -76.0593344 / -76.0604421
RHF partition in kcal/mol:
  deformation AlH3 / H2O / sum: 3.832 / 0.153 / 3.986
  BSSE AlH3 / H2O / sum: 0.030 / 0.695 / 0.725
  CP interaction: -21.834
  raw binding: -18.573
  CP binding: -17.848
RHF CP binding: -0.7740 eV
MP2 total energies in Eh:
  adduct: -320.0725861
  AlH3 relaxed / deformed / with ghosts: -243.7262795 / -243.7205281 / -243.7209314
  H2O relaxed / deformed / with ghosts: -76.3122362 / -76.3121380 / -76.3153152
MP2 partition in kcal/mol:
  deformation AlH3 / H2O / sum: 3.609 / 0.062 / 3.671
  BSSE AlH3 / H2O / sum: 0.253 / 1.994 / 2.247
  CP interaction: -22.803
  raw binding: -21.380
  CP binding: -19.133
MP2 CP binding: -0.8297 eV
RHF AlH3 bending at relaxed bond length: 3.736 kcal/mol
RHF subsequent Al-H length change: 0.096 kcal/mol
AlH3 deformation from work integral: 3.831 kcal/mol
RHF fixed-geometry interaction, raw / CP in kcal/mol:
  def2-SVP: -26.369 / -22.596
  def2-TZVP: -22.559 / -21.834
MP2 fixed-geometry interaction, raw / CP in kcal/mol:
  def2-SVP: -29.784 / -22.984
  def2-TZVP: -25.050 / -22.803
```
